\section*{Two Trivalent Acceptors per Doubly Charged Oxygen Vacancy in Hafnia, part 2}

Indium replaces some of the hafnium in HfO$_2$, and oxygen vacancies can compensate it. The problem is whether a crystal exchanging oxygen with a gas actually reaches the compensated insulating state. Charges are counted in units of the elementary charge $e$, relative to the perfect crystal; $k_{\mathrm B}$ is Boltzmann's constant and $T$ the temperature.

Let $A$ be the total concentration of trivalent acceptors, $V$ that of oxygen vacancies, $N$ the cation density (with $2N$ oxygen sites per volume), and $x=A/N$ the acceptor fraction of cations. A first derivation, by counting electrons, gave charge $-1$ to an acceptor and $+2$ to a vacancy without trapped electrons. For a neutral crystal with a full valence band and nothing above it, it gave the rule
\begin{equation}
V=\frac{A}{2}.
\label{eq:rule}
\end{equation}
The vacant fraction of oxygen sites is then
\begin{equation}
s=\frac{x/2}{2}=\frac{x}{4}.
\label{eq:s}
\end{equation}
In a supercell of 32 cations and 64 oxygen sites with four indium atoms, this means removing two oxygen atoms. The second derivation takes the defect charges as known but leaves $V/A$ and the local charge balance open.

The example is a film $10$ nm thick, annealed at $T=1000$ K in $760$ Torr of oxygen, with $x=0.05$ and $s=0.0125$. A rough cubic lattice constant of $0.51$ nm gives $N=3.02\times10^{22}$ cm$^{-3}$, $A=1.51\times10^{21}$ cm$^{-3}$ and $A/2=7.54\times10^{20}$ cm$^{-3}$.

An earlier binding example, at the same $x$ and $T$, allowed pairs of one acceptor and one vacancy (charge $+1$, binding energy $0.4$ eV) and neutral triples of two acceptors and one vacancy ($0.7$ eV). Per acceptor it gave $0.037$ free vacancies, $0.256$ pairs and $0.207$ triples, with the total vacancy number still $0.500$.

\subsection{Neutrality as a result of Poisson's equation}

Let the acceptors be fixed and uniform, and let vacancies move freely during the anneal. Let $z$ be the distance from one film surface and $\phi(z)$ the electric potential, with $\phi(0)=0$. A vacancy has electrostatic energy $2e\phi$. At equilibrium, in the dilute limit, its density is
\begin{equation}
V(z)=V_s e^{-2e\phi/k_{\mathrm B}T},
\end{equation}
where $V_s$ is the density at the surface. With permittivity $\varepsilon$, Poisson's equation reads
\begin{equation}
\frac{d^2\phi}{dz^2}=-\frac{e}{\varepsilon}\,[2V(z)-A].
\end{equation}
Define $\delta=\ln[2V(z)/A]$, which is zero where the charges balance. Since $\delta$ equals a constant minus $2e\phi/k_{\mathrm B}T$, its second derivative is
\begin{align}
\frac{d^2\delta}{dz^2}
&=-\frac{2e}{k_{\mathrm B}T}\frac{d^2\phi}{dz^2}
=\frac{2e^2A}{\varepsilon k_{\mathrm B}T}\left(e^\delta-1\right)\nonumber\\
&=\frac{e^\delta-1}{\lambda^2},
\qquad
\lambda^2=\frac{\varepsilon k_{\mathrm B}T}{2e^2A}.
\label{eq:poisson}
\end{align}
For small $\delta$, $e^\delta-1\simeq\delta$, and a disturbance entering from a surface decays as $e^{-z/\lambda}$. Many screening lengths from both surfaces, $\delta$ approaches zero and $2V=A$. Neutrality of the interior has been obtained from electrostatics and mobility.

With a rough relative permittivity of $20$ and all vacancies free, $\lambda=0.18$ nm. This is smaller than the lattice constant, so the continuum profile near a surface is an estimate. The inference that charge imbalance is confined near the surfaces is more secure than the detailed shape of the profile. Binding, which is left out here, weakens the screening: with the binding energies used earlier, $\lambda$ rises to about $0.3$ nm, still far below the film thickness. In a numerical solution with $V_s=10^{20}$ cm$^{-3}$, the ratio at the film centre is $0.5$ to within a test tolerance of $10^{-6}$.

\subsection{The complete charge balance}

The interior may contain other charged species. Let $V_0$, $V_1$ and $V_2$ be the densities of vacancies with charge $0$, $+1$ and $+2$. Let $n$ and $p$ be the electron and hole densities, $I$ that of oxygen interstitials with charge $-2$, and $A^-$ and $A^0$ those of ionized and neutral acceptors. Neutrality is
\begin{equation}
2V_2+V_1+p=n+A^-+2I .
\label{eq:balance}
\end{equation}
Use $V=V_0+V_1+V_2$ and $A=A^-+A^0$. Then
\begin{align}
2V&=2V_2+2V_1+2V_0\nonumber\\
&=(n+A^-+2I-p-V_1)+2V_1+2V_0\nonumber\\
&=A-A^0+n-p+2I+V_1+2V_0 ,
\end{align}
and division by $2A$ gives
\begin{equation}
\frac VA=\frac12+
\frac{n-p+2I+V_1+2V_0-A^0}{2A}.
\label{eq:correction}
\end{equation}
The rule follows when the fraction on the right is small. Holes and neutral acceptors lower $V$; electrons, interstitials and vacancies with trapped electrons raise it.

\subsection{Which charges are present}

The sizes of these terms depend on the Fermi energy $F$, measured from the valence-band top, and on the oxygen chemical potential $\mu$, measured from half an O$_2$ molecule at $0$ K. Making a vacancy sends one oxygen atom to the gas at energy $\mu$. Giving it charge $q$ sends $q$ electrons to the electron reservoir at energy $F$. The formation energy is therefore $E_q+\mu+qF$. The model uses $E_0=6.4$ eV and vacancy levels at $3.8$ eV for $(+/0)$ and $3.4$ eV for $(2+/+)$. Equal formation energies at these levels give $E_1=6.4-3.8=2.6$ eV and $E_2=2.6-3.4=-0.8$ eV.

Relative to an occupied oxygen site, the statistical weights are
\begin{equation}
w_q=g_q\exp\!\left[-\frac{E_q+\mu+qF}{k_{\mathrm B}T}\right],
\end{equation}
with $g_0=g_2=1$ and $g_1=2$ for the spin of the single trapped electron. Normalization over the states of a site gives
\begin{equation}
V_q=\frac{2N w_q}{1+w_0+w_1+w_2}.
\label{eq:vacancies}
\end{equation}
If doubly charged vacancies dominate and $V=A/2$, then $s=w_2/(1+w_2)$, so $w_2=s/(1-s)$. Taking the logarithm and solving for $F$,
\begin{equation}
F=-\frac12\left[E_2+\mu+k_{\mathrm B}T\ln\frac{s}{1-s}\right].
\label{eq:fermi}
\end{equation}

For an ideal gas, the chemical potential per molecule is $-k_{\mathrm B}T\ln z_{\mathrm g}$, where $z_{\mathrm g}$ is the one-molecule partition function divided by the number of molecules. Half of this belongs to each atom:
\begin{align}
\mu&=-\tfrac12k_{\mathrm B}T\ln z_{\mathrm g},\nonumber\\
z_{\mathrm g}&=\left(\frac{2\pi Mk_{\mathrm B}T}{h^2}\right)^{3/2}
\frac{k_{\mathrm B}T}{P}\,
\frac{3T}{2\theta_r}\,
\frac{1}{1-e^{-\theta_v/T}} .
\end{align}
Here $M$ is the molecular mass, $P$ the pressure and $h$ Planck's constant. The factors describe translation, the spin triplet with rotation, and vibration, with $\theta_r=2.08$ K and $\theta_v=2270$ K. At the anneal, $\mu=-1.098$ eV. With $k_{\mathrm B}T=0.0862$ eV and $\ln(0.0125/0.9875)=-4.37$, Eq.~(\ref{eq:fermi}) gives
\begin{equation}
F=\tfrac12(0.800+1.098+0.377)=1.14\ \mathrm{eV}.
\end{equation}

The remaining densities are solved together with Eq.~(\ref{eq:balance}). The model gap is $G=5.8$ eV. Both bands have the free-electron mass $m_e$, so $p=N_b e^{-F/k_{\mathrm B}T}$ and $n=N_b e^{-(G-F)/k_{\mathrm B}T}$, with $N_b=2(2\pi m_ek_{\mathrm B}T/h^2)^{3/2}$. The acceptor level is $0.5$ eV, with $A^0/A^-=4e^{(0.5\,\mathrm{eV}-F)/k_{\mathrm B}T}$, where four is the assumed degeneracy. A charged vacancy and interstitial together cost $6.0$ eV, so $I=N\exp[-(6.0\,\mathrm{eV}-E_2-\mu-2F)/k_{\mathrm B}T]$.

The full solution also has $F=1.14$ eV and gives $V=7.52\times10^{20}$ cm$^{-3}$, or $V/A=0.4988$. The largest correction comes from neutral acceptors, $A^0/A=0.0024$, which lowers the ratio by half that amount. Holes number $2.8\times10^{14}$ cm$^{-3}$, about $2\times10^{-7}$ of $A$; the other terms are smaller still. Without acceptors, at the same temperature and pressure, the vacancy density is $2\times10^7$ cm$^{-3}$. In this model the acceptors are therefore responsible for the large vacancy population. The result depends on the assumed vacancy energy: if $E_0$, $E_1$ and $E_2$ were all $1$ eV higher, $V/A$ would fall to about $0.31$, with many of the acceptors neutral.

Binding was left out of this balance. In the binding example, the free vacancies fell from $0.500$ to $0.037$ per acceptor. With the same $E_2$, Eq.~(\ref{eq:fermi}) then raises $F$ by about $(k_{\mathrm B}T/2)\ln(0.500/0.037)\simeq0.11$ eV, which leaves it far below the vacancy levels.

\subsection{Oxygen pressure and temperature of use}

At fixed temperature, $\mu$ contains $\frac12k_{\mathrm B}T\ln P$. Equation~(\ref{eq:fermi}) makes $F$ change by $-\frac14k_{\mathrm B}T\ln P$, and hence $p\propto P^{1/4}$. Between $10^{-6}$ and $760$ Torr the full balance gives an exponent of $0.2499$. Over the same range $V/A$ stays within $0.002$ of one half: pressure moves the Fermi energy, while acceptors set the vacancy number.

This breaks down when $F$ nears the vacancy levels. From the weights, $V_1/V_2=2e^{(F-3.4\,\mathrm{eV})/k_{\mathrm B}T}$. This ratio reaches $0.01$ at $F\simeq2.94$ eV, which by Eq.~(\ref{eq:fermi}) corresponds to $\mu\simeq-4.7$ eV. At the strongly reducing value $\mu=-5.8$ eV, $F=3.59$ eV and $91\%$ of vacancies are singly charged. One vacancy then balances roughly one acceptor, and $V/A=0.98$. Both the threshold and this outcome depend on the assumed levels. With $E_0$, $E_2$ and $\mu$ unchanged, placing both levels at $3.6$ eV gives $V/A=0.66$ with $36\%$ of vacancies singly charged. Interchanging the two levels, so that the singly charged state is never the most stable, gives $V/A=0.55$ with $5\%$ singly charged. These reducing cases also hold the trivalent acceptors fixed. At $1000$ K bulk indium oxide is reduced to metal below roughly $\mu=-3.2$ eV, so they illustrate the charge balance for a stable trivalent acceptor and do not predict the equilibrium state of indium-doped hafnia.

If the vacancies made in $760$ Torr are frozen in and the isolated film is cooled to $358$ K, the model keeps more than $99.9\%$ of them doubly charged.

\subsection{Surfaces and a real gate stack}

A surface can hold net charge. For a film much thicker than $\lambda$, multiply Eq.~(\ref{eq:poisson}) by $d\delta/dz$ and integrate, using $\delta=d\delta/dz=0$ in the interior:
\begin{equation}
\frac12\left(\frac{d\delta}{dz}\right)^2
=\frac{e^\delta-\delta-1}{\lambda^2}.
\end{equation}
At a depleted surface $\delta(0)=-\psi$, with $\psi=\ln(A/2V_s)$. The missing vacancy charge, expressed as a length $\ell$ of uncompensated film, is
\begin{align}
\ell&=\int(1-e^\delta)\,dz=-\lambda^2\int\frac{d^2\delta}{dz^2}\,dz
=\lambda^2\left.\frac{d\delta}{dz}\right|_0\nonumber\\
&=\lambda\sqrt{2(\psi-1+e^{-\psi})}.
\end{align}
For $V_s=10^{20}$ cm$^{-3}$, $\psi=2.02$ and $\ell=0.27$ nm. Two such surfaces lower the film average to $\frac12(1-0.54/10)=0.473$. The surface field is $eA\ell/\varepsilon=3.7$ MV/cm.

Gauss's law gives a limit that does not rely on this profile. If the field inside either surface cannot exceed $E_b$, the net charge per area is at most $2\varepsilon E_b$. For thickness $d$, its size relative to the acceptor charge is at most $2\varepsilon E_b/(eAd)$. With a rough breakdown field of $5$ MV/cm, this is $0.073$ for the $10$ nm film. Under the assumed limit on the field, this covers all net charge, including electrons exchanged with electrodes. The assumption is not secure for a space-charge layer thinner than a nanometre, where a bulk breakdown field need not apply. The example has a potential drop of only $0.087$ V. In the same profile a drop of $0.15$ V already gives $5.4$ MV/cm, and a drop of $0.3$ V gives $8.4$ MV/cm, a relative imbalance of $0.12$ and a film average of $0.44$.

These parameters resemble a heavily doped hafnia film more than the gate dielectric of a logic transistor, which is typically a few nanometres thick and not deliberately doped with indium. The anneal temperature is within a plausible processing range, but equilibrium with pure oxygen is an idealization for a film covered by an electrode. At $2$ nm, with the other inputs fixed, the charge limit rises fivefold to about $0.37$, so average neutrality of the film alone is no longer a close constraint. Real films may also contain hydrogen. If it acts as a donor of charge $+1$ and density $D$, then $2V+D=A$; a donor density of $0.1A$ lowers $V/A$ to $0.45$. Electrodes can also fill vacancy levels near an interface, which changes the vacancies' charge without changing their number.

\subsection{What each derivation assumes}

Electron counting assumes a neutral cell, a full oxygen band, empty vacancy levels and trivalent dopants. It needs no temperature, defect energies or dilute limit, and it allows any arrangement of defects that preserves these electronic conditions. It answers the question about the supercell, but takes the insulating state as given.

The equilibrium derivation takes the defect charges as given. It assumes mobile vacancies, exchange of oxygen with a reservoir, and energies that keep $F$ well above the acceptor level and well below the vacancy levels. In return it explains why the interior becomes neutral and shows, once the defect energies are given, whether vacancies or holes provide the compensation and where the ratio departs from one half. The two routes are therefore not independent in every premise: the second uses the charges that the first supplies. For a calculation at fixed composition the count is sufficient. For a film whose oxygen content is set by processing, the conditions of the second derivation must also be examined. The numerical output below gives the values for the example.

\section*{Table of computed values}
\begin{verbatim}
Lattice constant (rough): 0.51 nm
Indium fraction of cations x: 0.05
Anneal temperature: 1000 K
Cation density: 3.0154e+22 cm^-3
Indium density A: 1.5077e+21 cm^-3
Ideal vacancy density A/2: 7.5386e+20 cm^-3
Oxygen atoms per cation: 1.975
Vacant oxygen-site fraction: 0.0125
Supercell: cations, oxygen sites, acceptors: 32 64 4
Gap at neutral filling, 0 to 4 vacancies (eV): 0.000 0.000 5.739 0.609 0.106
Vacancy number with an open gap: 2
Model gap, neutral vacancy energy: 5.8, 6.4 eV
Vacancy levels (+/0), (2+/+): 3.8, 3.4 eV
Acceptor level, anti-Frenkel energy: 0.5, 6.0 eV
Double vacancy energy E2 at F=0, mu=0: -0.8 eV
mu at 760 Torr O2: -1.0984 eV
Fermi energy, full balance: 1.1376 eV
Fermi energy, formula: 1.1375 eV
Total vacancy density, full balance: 7.5202e+20 cm^-3
V/A at 760 Torr: 0.4987789
Hole density: 2.82e+14 cm^-3
Electron density: 0.000486 cm^-3
Interstitial density: 1.38e-06 cm^-3
Neutral acceptor fraction: 0.00244
Singly charged vacancy fraction: 7.92e-12
Neutral vacancy fraction: 1.51e-25
Undoped vacancy density at 760 Torr: 2.25e+07 cm^-3
V/A at one tenth the doping: 0.4996148
mu at 1e-6 Torr O2: -1.9795 eV
V/A at 1e-6 Torr: 0.4999926
Hole-density pressure exponent: 0.24994
mu in strongly reducing case: -5.8 eV
Fermi energy in reducing case: 3.585 eV
V/A in reducing case: 0.98461
Reducing-case vacancy fractions 0, +1, +2: 0.0375 0.9094 0.0531
Temperature of use: 358 K
Frozen vacancies still +2 at use: 1
Pair and triple binding energies: 0.4, 0.7 eV
Free vacancies per acceptor with binding: 0.037324
Pairs per acceptor: 0.25614
Triples per acceptor: 0.20654
Total vacancies per acceptor with binding: 0.5
Film thickness: 10 nm
Relative permittivity (rough): 20
Screening length: 0.17772 nm
Chosen surface vacancy density: 1e+20 cm^-3
Depletion parameter psi: 2.02
Surface-to-interior potential drop: 0.087037 V
Film-centre V/A: 0.5
Depletion length per side, integrated: 0.26985 nm
Depletion length per side, formula: 0.26985 nm
Film-average V/A: 0.47302
Surface field: 3.681 MV/cm
Breakdown field (rough): 5 MV/cm
Largest film charge imbalance / (eA): 0.073308
\end{verbatim}
